Critical angles, evanescent depths and the Fresnel tail for silicon and nickel

**Problem**

A plane wave of wavelength λ travels in vacuum and meets the flat, sharp surface of a thick, uniform medium at grazing angle θ, measured from the surface. Define

q = (4π/λ) sin θ.

Two cases are considered.

- Silicon with Cu K-alpha X-rays, taken as the K-alpha-1 line, λ = 0.15406 nm. The cubic cell has edge 0.54310 nm and holds 8 atoms of 14 electrons. The classical electron radius is r_e = 2.8179 fm.
- Nickel with neutrons of chosen wavelength λ = 0.5 nm. The cubic cell holds 4 atoms. Use the rough values 0.35 nm for its edge and 10 fm for the nuclear scattering length b.

Neglect absorption at first. For the X-rays, treat the electrons as free; for the neutrons, keep only nuclear scattering.

(a) Find how the wave number changes on entering each medium.

(b) Find the critical angle θ_c below which no propagating wave enters, and the depth over which the intensity inside then falls by a factor e.

(c) Evaluate both quantities for the two cases.

(d) Let q_c be the value of q at θ_c. Show that the reflectivity R of the surface approaches (q_c/2q)⁴ when q ≫ q_c, and find how good this approximation is.

(e) How does weak absorption change the depth in silicon?

**Solution**

**(a) The wave number inside**

Let k = 2π/λ be the wave number in vacuum and k′ that in the medium. The time factor is exp(−iωt).

*X-rays.* The photon energy is assumed to be far above the binding energies, so that each electron responds as if free. An electron of charge −e and displacement s in the field E obeys

m_e d²s/dt² = −eE.

At frequency ω the left side is −m_e ω² s, hence s = eE/(m_e ω²). With n_e electrons per volume, the polarisation is

P = −n_e e s = −n_e e² E/(m_e ω²).

The refractive index n follows from ε₀n²E = ε₀E + P:

n² = 1 − n_e e²/(ε₀ m_e ω²).

The classical electron radius is r_e = e²/(4πε₀ m_e c²), so e²/(ε₀ m_e) = 4π r_e c². Since ω = ck,

n² = 1 − 4π r_e n_e/k².

Multiplying by k² gives

k′² = n²k² = k² − 4π r_e n_e.

*Neutrons.* A nucleus is much smaller than λ and scatters with the amplitude −b in all directions. We replace it by an effective potential V(**r**) that gives this amplitude in the Born approximation. With neutron mass m,

−b = −(m/2πħ²) ∫V d³r, so ∫V d³r = 2πħ²b/m.

To leading order, the wave in the medium feels the average of this potential. For N nuclei per volume the average is

V̄ = 2πħ²Nb/m.

Energy conservation, ħ²k′²/2m + V̄ = ħ²k²/2m, then gives

k′² = k² − 2mV̄/ħ² = k² − 4πNb.

Both cases have the same form,

k′² = k² − 4πρ,

where ρ = r_e n_e for X-rays and ρ = Nb for neutrons. This ρ is the scattering length density. It is positive here, so the wave number is smaller inside than outside.

**(b) Critical angle and depth**

Let z point into the medium, with the surface at z = 0. The surface is uniform, so the wave-vector component along it, k cos θ, is conserved. The normal component is k sin θ = q/2 outside; call it q′/2 inside. Then

(q′/2)² + k² cos²θ = k² − 4πρ.

Subtracting k² cos²θ and using k² − k² cos²θ = (q/2)²,

(q′/2)² = (q/2)² − 4πρ.

Multiplication by 4 gives

q′² = q² − q_c², with q_c = 4√(πρ).

A propagating wave needs real q′, hence q > q_c. The critical angle follows from q_c = (4π/λ) sin θ_c:

sin θ_c = λq_c/4π = λ√(ρ/π).

For neutrons this has a mechanical meaning. The kinetic energy of the normal motion is E sin²θ, where E = ħ²k²/2m. At θ_c it equals ħ²(q_c/2)²/2m = ħ²·4πρ/2m = V̄. Below θ_c the normal motion has too little energy to climb the potential step.

For q < q_c the root is imaginary:

q′ = iκ, κ = √(q_c² − q²).

The positive sign is chosen so that the wave decays inside the thick medium. Its amplitude varies as

exp(iq′z/2) = exp(−κz/2),

and its intensity, the squared modulus, as exp(−κz). The 1/e depth of the intensity is therefore

Λ = 1/κ = 1/√(q_c² − q²).

The 1/e depth of the amplitude is 2Λ. As θ → 0, Λ falls to its smallest value, 1/q_c, which depends on the medium through ρ but not on λ. As q approaches q_c from below, Λ grows without limit in this model without absorption.

**(c) Numbers**

*Silicon.* The electron density is

n_e = 8 × 14/(0.54310 × 10⁻⁹ m)³ = 6.992 × 10²⁹ m⁻³,

and from it

ρ = (2.8179 × 10⁻¹⁵ m)(6.992 × 10²⁹ m⁻³) = 1.970 × 10¹⁵ m⁻²,

q_c = 4√(πρ) = 3.147 × 10⁸ m⁻¹,

sin θ_c = (0.15406 × 10⁻⁹ m)(3.147 × 10⁸ m⁻¹)/4π = 3.86 × 10⁻³.

The photon energy, 8.05 keV, is only 4.4 times the K-shell binding energy of silicon. Binding raises the effective number of electrons per atom from 14 to about 14.25. This raises q_c and θ_c by about 0.9% and lowers 1/q_c from 3.18 nm to about 3.15 nm. The free-electron results are therefore given to two figures, the second figure of the depth being uncertain by one unit for real silicon:

θ_c ≈ 3.9 mrad = 0.22°, 1/q_c ≈ 3.2 nm.

*Nickel.* The nuclear density is

N = 4/(0.35 × 10⁻⁹ m)³ = 9.33 × 10²⁸ m⁻³,

and from it

ρ = (9.33 × 10²⁸ m⁻³)(10 × 10⁻¹⁵ m) = 9.33 × 10¹⁴ m⁻²,

q_c = 4√(πρ) = 2.17 × 10⁸ m⁻¹,

sin θ_c = (0.5 × 10⁻⁹ m)(2.17 × 10⁸ m⁻¹)/4π = 8.6 × 10⁻³.

The results are

θ_c ≈ 8.6 mrad = 0.49°, 1/q_c ≈ 4.6 nm.

If b may lie between 9.5 and 10.5 fm and the cell edge between 0.345 and 0.355 nm, q_c changes by up to 4.7% of its value. The angle and the depth are thus uncertain by about 5% from this rounding. Nickel is ferromagnetic at room temperature, which adds a spin-dependent term to the neutron potential. At saturation, with about 0.6 Bohr magnetons per atom, this term is about ±40 neV and shifts θ_c by about ±8%, more than the rounding does. The numbers here describe the nuclear part only.

The potential step is V̄ ≈ 240 neV, while the neutron energy is E ≈ 3.3 meV. This large ratio is why total reflection needs such a small angle. Nickel has the smaller ρ of the two cases, but the longer wavelength more than compensates, and its critical angle is the larger.

These depths are the smallest ones. At q = q_c/2, the factor 1/√(1 − 1/4) raises them to 3.7 nm in silicon and 5.3 nm in nickel.

**(d) Reflectivity and its limit**

Along z, the wave outside is exp(iqz/2) + r exp(−iqz/2), and the wave inside is t exp(iq′z/2). For neutrons, the wave function and its z-derivative are continuous at the surface. The same holds for the electric field of X-rays polarised parallel to the surface (s polarisation), because its z-derivative is proportional to the magnetic field along the surface, which is continuous in a non-magnetic medium. At z = 0 the two conditions read

1 + r = t,

q(1 − r) = q′t.

Inserting the first into the second,

q − qr = q′ + q′r, so r = (q − q′)/(q + q′).

The reflectivity is R = |r|². Below q_c, where q′ = iκ, the numerator and the denominator both have squared modulus q² + κ². Hence R = 1: reflection is total, although the field reaches into the medium.

Above q_c, q′ is real. Multiply the numerator and the denominator of r by q + q′:

r = (q² − q′²)/(q + q′)² = q_c²/(q + q′)².

Therefore

R = [q_c/(q + q′)]⁴.

Let x = (q_c/q)². Then q′ = q√(1 − x), and division by the proposed limit gives

R/(q_c/2q)⁴ = [2q/(q + q′)]⁴ = [2/(1 + √(1 − x))]⁴.

As x → 0 the square root tends to 1, and so does the whole ratio. This proves

**R → (q_c/2q)⁴ for q ≫ q_c.**

At a fixed wavelength q cannot exceed 4π/λ. The limit is nevertheless useful because sin θ_c ≪ 1, which leaves a wide range of angles with q ≫ q_c.

To find the error, expand the root for small x: √(1 − x) = 1 − x/2 − x²/8 − … . Then

(1 + √(1 − x))/2 = 1 − u, with u = x/4 + x²/16 + … .

Using (1 − u)⁻⁴ = 1 + 4u + 10u² + …,

R/(q_c/2q)⁴ = 1 + (x + x²/4) + 10x²/16 + … = 1 + x + 7x²/8 + … .

The leading relative correction is (q_c/q)². For 0 < x < 1 the root lies between 0 and 1, so the ratio exceeds 1 and the power law underestimates R. The full formula gives:

| q/q_c | R | (q_c/2q)⁴ | ratio |
|---|---|---|---|
| 1 | 1 | 0.0625 | 16 |
| 2 | 5.15 × 10⁻³ | 3.91 × 10⁻³ | 1.320 |
| 5 | 1.041 × 10⁻⁴ | 1.000 × 10⁻⁴ | 1.041 |
| 10 | 6.31 × 10⁻⁶ | 6.25 × 10⁻⁶ | 1.010 |

The power law fails by a factor of 16 at the critical angle. Solving for a ratio of 1.01 numerically gives q ≈ 10 q_c.

The limit can also be written with q_c² = 16πρ:

r → q_c²/4q² = 4πρ/q², R → 16π²ρ²/q⁴.

The reflected amplitude is then proportional to ρ, as expected when scattering is weak and each part of the medium contributes independently. Near q_c this proportionality is lost.

*Polarisation.* For X-rays with the magnetic field parallel to the surface (p polarisation), the continuous quantities are H and (1/n²)∂H/∂z. The matching is the same with q′ replaced by q′/n² in r. The angle at which q′ = 0 and the depth Λ are unchanged. For silicon at q = 5q_c the p reflectivity is 0.9985 times the s reflectivity, so the difference is negligible at these small angles. The ratio is close to cos²2θ; it falls to 0.88 at θ = 10° and to zero near 45°. For p polarisation the power law therefore holds only while θ ≪ 1.

*Validity.* The step must be sharp and the medium uniform on the scale 1/q. For silicon at q = 10q_c this scale is 0.32 nm, smaller than the cell edge. The table therefore describes an ideal step. Atomic layering changes the last row by at most a few per cent, depending on the face. Roughness matters more: a Gaussian roughness σ multiplies R by about exp(−q²σ²), which for σ = 0.3 nm is 0.80 at 5q_c and 0.41 at 10q_c.

**(e) Weak absorption**

Write n = 1 − δ + iβ with small positive δ and β, and let η = β/δ. To first order in δ and β,

n² = 1 − 2δ + 2iβ = 1 − 2δ(1 − iη).

Without absorption n²k² = k² − 4πρ, so 2δk² = 4πρ. Absorption thus replaces 4πρ by 4πρ(1 − iη), and

q′² = q² − q_c²(1 − iη).

The intensity is |exp(iq′z/2)|² = exp(−z Im q′), so Λ = 1/Im q′.

At q = q_c we have q′² = iηq_c². Since √i = (1 + i)/√2, Im q′ = q_c√(η/2), and

Λ = √(2/η)/q_c.

For silicon at this wavelength η is roughly 0.02, a one-figure value. Taking η = 0.02 gives √(2/η) = 10 and Λ = 10/q_c = 32 nm. Since η is known here to one figure only, the result for silicon is Λ ≈ 30 nm: the depth at the critical angle is finite.

At q → 0, q′ = iq_c√(1 − iη). The expansion √(1 − iη) = 1 − iη/2 + η²/8 + … has real part 1 + η²/8, so

Λ ≈ (1/q_c)(1 − η²/8).

For η = 0.02 the smallest depth shrinks by a fraction 5 × 10⁻⁵. The change is below 10⁻⁴ for any η under 0.028, so absorption leaves the smallest depth practically unchanged.

Above q_c, where q² − q_c² ≫ ηq_c², expanding the root gives Im q′ ≈ ηq_c²/(2√(q² − q_c²)), so

Λ ≈ 2√(q² − q_c²)/(ηq_c²).

For η = 0.02 this is about 0.55 µm at q = 2q_c and 1.6 µm at q = 5q_c. Absorption also makes reflection below q_c less than total. At q = q_c, q′ = 0.1(1 + i)q_c and R = 0.82/1.22 = 0.67.

Numerical values quoted here were computed with a short program.
